Transverse and Transport Mass in the Injection Current of Ballistic Transistors

**Two questions about one channel**

In a short transistor the source supplies electrons to a potential barrier, and the gate controls the barrier's height. If electrons cross without scattering, the current is decided at the barrier top. Suppose that the effective mass along the channel could be changed while the mass across it stayed the same. A lighter electron moves faster, so one might expect more current. Yet a lighter mass also lowers the density of states. Whether the current rises therefore depends on what is held fixed: the source Fermi level relative to the subband edge, or the electron density.

Let x point from source to drain and y across the width of the channel. One subband at the barrier top has edge E₀ and energy

E = E₀ + ħ²k_x²/(2m_x) + ħ²k_y²/(2m_y).   (1)

Here m_x is the transport mass and m_y the transverse mass. The channel is wide enough for k_y to be continuous. Transmission is taken as one above the barrier and zero below it, and k_y is conserved. The source, with Fermi level μ_S, fills the states with v_x > 0:

f = 1/[1 + exp((E − E₀)/kT − η)],  η = (μ_S − E₀)/kT.   (2)

The drain voltage is at first large enough for states with v_x < 0 to be empty. The factor g counts spins and equivalent valleys, q is the positive elementary charge, and J is the magnitude of the current per unit width.

The normalized Fermi-Dirac integrals are

F_j(η) = [1/Γ(j+1)] ∫₀^∞ ε^j dε/[1 + exp(ε − η)],  j > −1.   (3)

In particular F₀ = ln(1 + e^η). Integration by parts gives dF_{1/2}/dη = F_{−1/2}, and F_{−1} is defined as dF₀/dη = 1/(1 + e^{−η}).

**Density of right-movers**

Each area (2π)² of k-space holds g states per unit real area, so

n₊ = [g/(4π²)] ∫_{k_x>0} f dk_x dk_y.   (4)

Set k_x = √(2m_xkT) u_x/ħ and k_y = √(2m_ykT) u_y/ħ. The area element becomes (2kT√(m_xm_y)/ħ²) du_x du_y, and f depends only on ε = u_x² + u_y². A half-plane in polar coordinates contributes π∫u du f = (π/2)∫dε f = (π/2)F₀. Hence

n₊ = N F₀(η),  N = g√(m_xm_y) kT/(4πħ²).   (5)

Both masses enter symmetrically, because counting states does not distinguish the direction of transport.

**Current at a fixed Fermi level**

The current weights each state by its velocity v_x = (1/ħ)∂E/∂k_x:

J₊ = [qg/(4π²)] ∫dk_y ∫₀^∞ dk_x v_x f.   (6)

Write E_x for the k_x part of the energy. At fixed k_y,

v_x dk_x = dE_x/ħ.   (7)

This is the decisive cancellation. A heavier transport mass puts more states in an energy interval, but each moves more slowly in the same proportion. With E_x = kTε_x and k_y = √(2m_ykT) s/ħ,

J₊ = [qg kT√(2m_ykT)/(4π²ħ²)] I,
I = ∫_{−∞}^{∞} ds ∫₀^∞ dε_x/[1 + exp(ε_x + s² − η)].   (8)

The inner integral is F₀(η − s²) = ln(1 + e^{η−s²}). Integrate over s by parts. The boundary term vanishes, and the derivative of the logarithm is −2s/[1 + exp(s² − η)], so

I = ∫_{−∞}^{∞} 2s² ds/[1 + exp(s² − η)].

The two halves of the s axis are equal. Putting ε = s² and ds = dε/(2√ε) gives

I = 2∫₀^∞ √ε dε/[1 + exp(ε − η)] = 2Γ(3/2)F_{1/2}(η) = √π F_{1/2}(η).   (9)

Since √2√π/(4π²) = 1/(2√2 π^{3/2}),

J₊ = qg√m_y (kT)^{3/2} F_{1/2}(η)/(2√2 π^{3/2}ħ²).   (10)

At fixed η, g and T the current varies as √m_y and does not contain m_x. The transverse mass enters by counting channels: modes with transverse energy below ℰ occupy |k_y| < √(2m_yℰ)/ħ, so their number per unit width, for each spin and valley, is √(2m_yℰ)/(πħ). A larger m_y opens more parallel modes.

The cancellation (7) does not need a parabolic transport dispersion. It suffices that the energy separates into x and y parts and that E_x rises monotonically from zero to energies far above the occupied range.

"Fixed Fermi level" must mean fixed relative to E₀. If changing a mass also changes the confinement energy, η changes at fixed μ_S, and (10) must be evaluated at the new η.

**Injection velocity at a fixed density**

The injection velocity is v = J₊/(qn₊). Dividing (10) by (5), the numerical factor is 4π/(2√2π^{3/2}) = √(2/π), and √m_y cancels:

v = v_T F_{1/2}(η)/F₀(η),  v_T = √(2kT/(πm_x)).   (11)

For η well below −1, set z = e^η and expand (3) for small z:

F_{1/2} = z − z²/2^{3/2} + …,  F₀ = z − z²/2 + ….

To leading order both equal z, so v = v_T. This nondegenerate velocity contains neither m_y nor the density. The motions along x and y are then independent, and v_T is the mean of v_x over the right-moving half of a one-dimensional Maxwell distribution.

The next order shows how the independence is lost. Dividing the series and using z ≈ n₊/N,

v/v_T = 1 + (1/2 − 2^{−3/2}) n₊/N + … = 1 + 0.146 n₊/N + ….   (12)

Since N contains √m_y, the transverse mass returns as soon as the Pauli principle matters. The word "nondegenerate" is therefore a condition of the result.

For any degeneracy, the dependence at fixed n₊ follows from the logarithm of (5):

0 = ½ d ln m_x + ½ d ln m_y + (F_{−1}/F₀) dη.   (13)

Thus dη/d ln m_y = −F₀/(2F_{−1}), and likewise for m_x. From (11), d ln(v/v_T)/dη = F_{−1/2}/F_{1/2} − F_{−1}/F₀. Define

R = F_{−1/2}F₀/(F_{1/2}F_{−1}).   (14)

Multiplying the two derivatives, and adding −½ from v_T in the case of m_x, gives

(∂ln v/∂ln m_y)_n = −(R − 1)/2,
(∂ln v/∂ln m_x)_n = −R/2.   (15)

The sign of the first exponent can be proved. By (3), F_{1/2}/F₀ = (2/√π)⟨√ε⟩, where the average has weight f(ε). Because ∂f/∂η = f(1 − f),

d⟨√ε⟩/dη = ⟨√ε(1 − f)⟩ − ⟨√ε⟩⟨1 − f⟩.   (16)

This is the covariance of √ε and 1 − f. Both increase with ε, so it is positive. Hence F_{1/2}/F₀ rises with η, and R > 1. At fixed density, with the left-moving states empty, a heavier transverse mass lowers the velocity: it provides more states, the Fermi level sinks toward the edge, and the electrons occupy lower kinetic energies.

In the opposite limit, η ≫ 1, F₀ → η and F_{1/2} → 4η^{3/2}/(3√π). With E_F = ηkT,

v → [4/(3π)]√(2E_F/m_x),  E_F = 4πħ²n₊/(g√(m_xm_y)).   (17)

Therefore v ∝ m_x^{−3/4}m_y^{−1/4} at fixed density. This agrees with (15), since R → η·(3/2)/η = 3/2.

**Finite drain voltage and tilted valleys**

If the drain voltage V is not large, left-movers have η_D = η − qV/kT. The net current is J₊(η) − J₊(η_D). Each term carries √m_y, so the result at fixed Fermi levels survives. The total density is N[F₀(η) + F₀(η_D)]. In the nondegenerate limit the velocity per electron is

v = v_T(1 − e^{−qV/kT})/(1 + e^{−qV/kT}) = v_T tanh(qV/2kT),   (18)

which again contains only m_x among the masses. In a degenerate gas the sign of the m_y exponent in (15) does not survive at small V. For qV ≪ kT the net current is proportional to √m_y F_{−1/2}(η)V and the density to 2NF₀(η), so v ∝ F_{−1/2}/F₀, which falls as η rises. A heavier transverse mass then raises the velocity at fixed density. For m_x = m_y = 0.19 m₀, g = 4, 300 K and a total density of 5×10¹² cm⁻², the exponent is +0.10 at 5 mV and changes sign between 50 and 100 mV.

When the channel is not along a principal axis of the valley, let W be the inverse-mass tensor:

E − E₀ = (ħ²/2)(W_xx k_x² + 2W_xy k_xk_y + W_yy k_y²).   (19)

At fixed k_y the energy is least at k_x = −W_xy k_y/W_xx, where v_x = 0. States with v_x > 0 start there, with energy (ħ²/2)(W_yy − W_xy²/W_xx)k_y². The bracket is det W/W_xx = 1/M_yy, where M = W⁻¹. The steps from (7) to (10) then apply with m_y replaced by M_yy. The half-plane v_x > 0 still holds half of the ellipse, so m_xm_y in (5) becomes det M. The velocity contains √(M_yy/det M) = √W_xx, so m_x in (11) becomes 1/W_xx. Current and velocity thus select different elements of a tensor and its inverse.

**What the gate holds fixed**

A gate voltage in general fixes neither η nor n₊. Let C be the insulator capacitance per area and ψ the channel potential, with E₀ = constant − qψ. In saturation the charge balance is C(V_G − ψ) = qn₊. Eliminating ψ,

η + q²n₊/(CkT) = G,   (20)

where G depends on V_G and not on the in-plane masses. Define the quantum capacitance of the right-movers and its ratio to C:

C_q = q²N F_{−1}/kT,  r = C_q/C.   (21)

Since n₊ = NF₀, we have q²n₊/(CkT) = rF₀/F_{−1}. Vary m_y at fixed G:

dη = −r(F₀/F_{−1}) d ln n₊,
d ln n₊ = ½ d ln m_y + (F_{−1}/F₀) dη.

Substitution gives (1 + r)dη = −½r(F₀/F_{−1}) d ln m_y. From (10), d ln J₊ = ½ d ln m_y + (F_{−1/2}/F_{1/2})dη, so

(∂ln J₊/∂ln m_y)_G = ½[1 − rR/(1 + r)].   (22)

For m_x the explicit ½ is absent, while dη is the same:

(∂ln J₊/∂ln m_x)_G = −½ rR/(1 + r).   (23)

For r ≪ 1, as in subthreshold, the gate fixes the barrier: the exponents are ½ and 0, those of fixed Fermi level. For r ≫ 1 the gate fixes the charge, and the exponents become those of (15). The benefit of a heavy transverse mass vanishes at r = 1/(R − 1) and reverses above it.

**Three silicon valley pairs**

Take a silicon (001) film 3 nm thick with a gate on each side, 1 nm of oxide under each gate, and a channel along <100> at 300 K. The rough masses are 0.19 and 0.92 m₀, where m₀ is the free-electron mass. The three valley pairs have g = 4 each and

A: m_x = 0.19, m_y = 0.19;
B: m_x = 0.92, m_y = 0.19;
C: m_x = 0.19, m_y = 0.92.

Each pair is first treated as if it alone carried the charge, with η measured from its own edge. A and B differ in transport mass alone, A and C in transverse mass alone. Equation (5) gives N = 2.05×10¹² cm⁻² for A and 4.52×10¹² cm⁻² for B and C.

At low density let A hold 10¹⁰ cm⁻². Then n₊/N = 0.0049 and η = ln(e^{0.0049} − 1) = −5.32. At this same η the currents are 1.98, 1.98 and 4.36 μA/μm for A, B and C. The last ratio is √(0.92/0.19) = 2.20. Pair B carries the current of A with 2.20 times the density and a velocity smaller by the same factor.

Now give all three pairs 10¹⁰ cm⁻². The velocities are 1.235, 0.561 and 1.235×10⁷ cm/s: A and C agree, while B is slower. The currents are 1.98, 0.90 and 1.98 μA/μm. Changing the fixed quantity has changed which mass matters.

In the on state let A hold 5×10¹² cm⁻². Then n₊/N = 2.44 and η = ln(e^{2.44} − 1) = 2.35, so the Fermi level is 61 meV above the edge. The current of A is

J₊ = (1.602×10⁻¹⁹ C)(5×10¹⁶ m⁻²)(1.699×10⁵ m/s) = 1361 A/m = 1361 μA/μm.

At the same η, B again carries 1361 μA/μm and C carries 2995 μA/μm. At the same density, however, the velocities are 1.70, 0.66 and 1.44×10⁷ cm/s. Pair C is now 15 % slower than A although their transport masses are equal. For A, R = 1.278, so (15) gives local exponents −0.64 for m_x and −0.14 for m_y.

The two oxides in parallel give C = 6.9 μF/cm²; the potential drop inside the film is left out here. For pair A at low density r = 0.009, and at fixed gate voltage the current exponents are −0.004 for m_x and 0.496 for m_y. In the on state r = 1.68, and rR/(1 + r) = 0.80. The exponents are then −0.40 and 0.10. For this pair alone a light transport mass helps much more than a heavy transverse mass, though the latter still helps slightly; by (22) its benefit would reverse at r = 3.6 for this R.

**How far the model is from a device**

The geometry resembles an ultrathin double-gate silicon transistor, with a film at the thin end of the range. The assumption that moves the current most in these estimates is the absence of scattering. Let a slab of length L transmit a fraction λ/(λ + L), where λ is the mean free path for backscattering. For L ≫ λ the current is qn₊v_Tλ/L, while the density at the source end is nearly 2n₊. Comparison with diffusion, 2qDn₊/L, gives D = v_Tλ/2. In a nondegenerate gas D = μkT/q, with μ now the mobility, so λ = 2μkT/(qv_T). A rough mobility of 200 cm²/Vs gives 8.4 nm for A. Suppose that the barrier falls parabolically by 0.1 eV in 10 nm, and that backscattering matters over the distance where it falls by kT, 10√(25.85/100) = 5.1 nm. The transmission is then t = 8.4/(8.4 + 5.1) = 0.62. At fixed η the current is multiplied by t. At fixed density the reflected electrons also count, and the factor is t/(2 − t) = 0.45. This is a nondegenerate estimate, and it is rougher in the on state. The mobility and v_T both depend on m_x, and the two dependences need not cancel in λ, so scattering in general brings m_x into the current at fixed Fermi level.

Tunnelling does so even without scattering. For a barrier E₀ − ½m_xω²x² the transmission is 1/[1 + exp(−2π(E_x − E₀)/ħω)], where E_x now includes the potential energy. Averaging it with a Boltzmann factor multiplies the current by (ħω/2kT)/sin(ħω/2kT), provided ħω < 2πkT. At a fixed barrier shape ω ∝ m_x^{−1/2}, so the light mass gains more. At low density the factors are 1.05 for A and 1.01 for B, and their equal currents separate by about 4 %. In the on state the corrections are 0.6 % and 0.1 %.

The film also has other occupied subbands. With a 3.1 eV barrier and a rough oxide mass of 0.5 m₀, a flat-bottomed well puts the fourfold valleys, which comprise B and C, 96 meV above A, and the second subband of A's valleys 122 meV above its first. At the same Fermi level these subbands add 12 % to the density of A and 9 % to its current at low density. In the on state they add 45 % and 25 %. The one-pair currents are therefore not predictions for the whole film. The relative contribution grows because F₀ of the degenerate lowest subband rises more slowly than the nearly exponential occupation of the higher ones.

Band bending shifts the levels. For uniform charge the field falls linearly from qn₊/(2ε_s) at each surface to zero at the centre, where ε_s is the permittivity of silicon. The potential drop over half the thickness d is then qn₊d/(8ε_s) = 29 mV in the on state. This is an underestimate, because the lowest subband gathers its charge near the centre of the film. With the density (2/d)cos²(πz/d) of a hard-wall ground state, where z is measured from the centre, the drop is (qn₊d/ε_s)[1/8 + 1/(2π²)] = 41 mV. The gaps change much less than this, because the levels move nearly together. Averaging the potential energy over the hard-wall states, which is first-order perturbation theory, raises the lowest level of either valley type by about 34 meV relative to the surface and narrows the gap to A's second subband by about 7 meV. The common rise matters more for the gate. It adds to the 116 mV across the oxide, so the effective C falls by a factor of about 1.3 and r rises to about 2.2. For pair A alone the on-state exponents at fixed gate voltage then become about −0.44 for m_x and 0.06 for m_y. The other subbands change them more, in the opposite direction: their quantum capacitance is comparable to that of A, so they take up part of the charge and hold η more nearly fixed. With them in the charge balance, at the same Fermi level and the same reduced C, the exponents with respect to the masses of A's valleys are about −0.26 and 0.24 for the current of A's lowest subband, and about −0.31 and 0.10 for the total current.

Two further corrections are small. A rough nonparabolicity of 0.5 eV⁻¹ lowers the on-state velocity of A by 4 % at fixed density if energy is counted from the subband edge, and by about 7 % if the 40 meV confinement energy is included. It also narrows the subband gaps by several meV and so raises the shares of the other subbands somewhat. At a drain voltage of 0.6 V, drain injection is of order 10⁻¹⁰ of the source current. Temperature is a parameter of the model, not a correction to it, but it matters: at 358 K, v_T of A is 1.35 instead of 1.23×10⁷ cm/s, and by (10) the current at fixed η is larger by a factor (358/300)^{3/2} = 1.30.

For a channel along <110> on the same surface, the tilted fourfold valleys have M_yy = 0.555 m₀ and 1/W_xx = 0.315 m₀. The first number sets their current at fixed η, and the second their nondegenerate velocity. Neither is a principal mass of the ellipse, which is why the tensor form is needed when the channel is rotated.

Table of computed values

```
temperature 300 K, kT = 25.85 meV, g = 4
rough Si masses: mt = 0.19, ml = 0.92 m0
film 3 nm, oxide 1 nm on each side
pair A: mx=0.19, my=0.19 m0, N=2.052e12 cm^-2, vT=1.234e7 cm/s
pair B: mx=0.92, my=0.19 m0, N=4.515e12 cm^-2, vT=0.561e7 cm/s
pair C: mx=0.19, my=0.92 m0, N=4.515e12 cm^-2, vT=1.234e7 cm/s
low: pair A density 1.0e+10 cm^-2, eta = -5.321, mu-edge = -137.6 meV
 same level A: J=1.979 uA/um, n=1.000e+10 cm^-2, v=1.235e7 cm/s
 same level B: J=1.979 uA/um, n=2.200e+10 cm^-2, v=0.561e7 cm/s
 same level C: J=4.355 uA/um, n=2.200e+10 cm^-2, v=1.235e7 cm/s
 same density A: v=1.2352e7 cm/s, J=1.979 uA/um
 same density B: v=0.5611e7 cm/s, J=0.899 uA/um
 same density C: v=1.2347e7 cm/s, J=1.978 uA/um
 low: R=1.0007; v exponents at fixed n: mx -0.5004, my -0.0004
 low: Cq/C=0.0090; J exponents at fixed gate: mx -0.0044, my 0.4956
on: pair A density 5.0e+12 cm^-2, eta = 2.345, mu-edge = 60.6 meV
 same level A: J=1361 uA/um, n=5.000e+12 cm^-2, v=1.699e7 cm/s
 same level B: J=1361 uA/um, n=1.100e+13 cm^-2, v=0.772e7 cm/s
 same level C: J=2995 uA/um, n=1.100e+13 cm^-2, v=1.699e7 cm/s
 same density A: v=1.6988e7 cm/s, J=1361 uA/um
 same density B: v=0.6550e7 cm/s, J=524.7 uA/um
 same density C: v=1.4413e7 cm/s, J=1155 uA/um
 on: R=1.2782; v exponents at fixed n: mx -0.6391, my -0.1391
 on: Cq/C=1.6803; J exponents at fixed gate: mx -0.4006, my 0.0994
first degeneracy coefficient 0.1464
insulator capacitance 6.91 uF/cm^2
<110> channel, fourfold valleys: M_yy=0.555, 1/W_xx=0.315 m0
Neglected effects:
 rough mobility 200 cm^2/Vs: mean free path 8.38 nm
 barrier falls 0.1 eV in 10 nm, kT in 5.08 nm
 scattering: J factor 0.622 at fixed level, 0.452 at fixed density
 tunnelling, pair A: J factor 1.0515 low, 1.0059 on
 tunnelling, pair B: J factor 1.0103 low, 1.0012 on
 well: barrier 3.1 eV, oxide mass 0.5 m0 (rough)
 subband gaps from A: second 121.7 meV, fourfold 95.5 meV
 other subbands relative to A, low: density 11.87 %, current 8.87 %
 other subbands relative to A, on: density 45.35 %, current 25.48 %
 nonparabolicity 0.5/eV: on velocity -4.02 %
 drain injection at 0.6 V, on: 2.6e-10 of J
 band bending across half the film, on: 29.0 meV
 at 358 K: vT of pair A = 1.348e7 cm/s
```
